# The microscopic heat current for a pair potential: a program that tests the result

```python
"""Microscopic energy current of atoms with a pair potential phi(r).

Result under test, for an open system:
  d/dt sum_i r_i E_i = sum_i E_i v_i
                       + (1/2) sum_{i<j} r_ij [F_ij.(v_i + v_j)]
r_i, v_i: position and velocity; r_ij = r_i - r_j;
F_ij: force on i from j; E_i: kinetic energy plus half of each pair energy.
Also tested: unequal sharing of pair energy, periodic cells, uniform drift.
Reduced units: eps (energy), sigma (length), m (mass),
tau = sigma*sqrt(m/eps) (time). All atoms have mass 1.
"""
import numpy as np
from scipy.integrate import solve_ivp

CUTOFF = 2.0


def lj(r):
    return 4.0 * (r**-12 - r**-6)


def lj_slope(r):
    return 4.0 * (-12.0 * r**-13 + 6.0 * r**-7)


def shifted(r):
    """Lennard-Jones energy with energy and force zero at the cutoff."""
    if r.real >= CUTOFF:
        return 0.0 * r
    return lj(r) - lj(CUTOFF) - lj_slope(CUTOFF) * (r - CUTOFF)


def shifted_slope(r):
    return lj_slope(r) - lj_slope(CUTOFF) if r < CUTOFF else 0.0


def atom_energies(x, v, phi, share=0.5):
    """Open-system atomic energies; accepts complex arguments."""
    energy = 0.5 * np.sum(v * v, axis=1) + 0j
    for i in range(len(x)):
        for j in range(i + 1, len(x)):
            d = x[i] - x[j]
            pair = phi(np.sqrt(np.sum(d * d)))
            energy[i] += share * pair
            energy[j] += (1.0 - share) * pair
    return energy


def time_derivative(function, x, v, phi):
    """Phase-space rate by complex steps; forces come from energy alone."""
    h = 1e-20
    acceleration = np.zeros_like(x)
    for index in np.ndindex(x.shape):
        moved = x.astype(complex)
        moved[index] += 1j * h
        acceleration[index] = -np.sum(atom_energies(moved, v, phi)).imag / h
    return function(x + 1j * h * v, v + 1j * h * acceleration).imag / h


def current(x, v, phi, slope, share=0.5, box=None, raw_lever=False):
    """Derived current formula, with its individual ingredients."""
    energy = 0.5 * np.sum(v * v, axis=1)
    force = np.zeros_like(x)
    gain = np.zeros(len(x))
    work = np.zeros(x.shape[1])
    pairs = []
    for i in range(len(x)):
        for j in range(i + 1, len(x)):
            raw = x[i] - x[j]
            d = raw.copy()
            if box is not None:
                d[0] -= box * np.round(d[0] / box)
            r = np.sqrt(d @ d)
            pair_energy = phi(r)
            f = -slope(r) * d / r
            power = (1.0 - share) * (f @ v[i]) + share * (f @ v[j])
            energy[i] += share * pair_energy
            energy[j] += (1.0 - share) * pair_energy
            force[i] += f
            force[j] -= f
            gain[i] += power
            gain[j] -= power
            work += (raw if raw_lever else d) * power
            pairs.append((i, j, d, r, pair_energy, f, power))
    convective = energy @ v
    return dict(energy=energy, force=force, gain=gain, pairs=pairs,
                convective=convective, work=work, total=convective + work)


def text(vector):
    return "(" + ", ".join(f"{value:.5f}" for value in vector) + ")"


# Three-atom open cluster: direct derivative against the formula.
x = np.array([[0.0, 0.0], [1.2, 0.0], [0.5, 1.1]])
v = np.array([[0.3, 0.1], [-0.1, 0.2], [-0.2, -0.3]])
result = current(x, v, lj, lj_slope)
direct = time_derivative(lambda a, b: atom_energies(a, b, lj) @ a, x, v, lj)
direct_gain = time_derivative(lambda a, b: atom_energies(a, b, lj), x, v, lj)
assert np.allclose(direct, result["total"], rtol=1e-10, atol=1e-11)
assert np.allclose(direct_gain, result["gain"], rtol=1e-10, atol=1e-11)
assert np.allclose(direct_gain @ x, result["work"], rtol=1e-10, atol=1e-11)
assert abs(np.sum(direct_gain)) < 1e-11

origin = np.array([7.0, -3.0])
direct_moved = time_derivative(
    lambda a, b: atom_energies(a, b, lj) @ (a - origin), x, v, lj)
assert np.allclose(direct_moved, result["total"], atol=1e-10)

one_velocity_form = np.zeros(2)
for i, j, d, r, pair_energy, f, power in result["pairs"]:
    one_velocity_form += 0.5 * d * (f @ v[i]) + 0.5 * d * (f @ v[j])
# The ordered-pair form is evaluated separately from the potential.
ordered_form = np.zeros(2)
for i in range(3):
    for j in range(3):
        if i != j:
            d = x[i] - x[j]
            r = np.linalg.norm(d)
            f = -(lj(r + 1e-5) - lj(r - 1e-5)) / 2e-5 * d / r
            ordered_form += 0.5 * d * (f @ v[i])
# Finite differences of the potential limit this comparison.
assert np.allclose(ordered_form, direct_gain @ x, atol=1e-7)
assert np.allclose(one_velocity_form, direct_gain @ x, atol=1e-10)

print("THREE ATOMS, reduced Lennard-Jones units")
for i in range(3):
    print(f"atom {i+1}: r={text(x[i])} sigma, v={text(v[i])} sigma/tau")
for i, j, d, r, pair_energy, f, power in result["pairs"]:
    print(f"pair {i+1}-{j+1}: distance={r:.5f} sigma, phi={pair_energy:.5f} eps")
    print(f"  F_ij={text(f)} eps/sigma, P_ij={power:.5f} eps/tau")
print("atomic energies E_i:", text(result["energy"]), "eps")
print("energy gains dE_i/dt:", text(result["gain"]), "eps/tau")
print("convective current:", text(result["convective"]), "eps sigma/tau")
print("force-work current:", text(result["work"]), "eps sigma/tau")
print("total current, formula:", text(result["total"]), "eps sigma/tau")
print("total current, direct dR/dt:", text(direct), "eps sigma/tau")

# Unequal sharing changes the current by the derivative of a local sum.
share = 0.7
unequal = current(x, v, lj, lj_slope, share=share)
unequal_direct = time_derivative(
    lambda a, b: atom_energies(a, b, lj, share) @ a, x, v, lj)


def sharing_sum(a, b):
    total = np.zeros(2, dtype=complex)
    for i in range(len(a)):
        for j in range(i + 1, len(a)):
            d = a[i] - a[j]
            total += (share - 0.5) * lj(np.sqrt(np.sum(d * d))) * d
    return total


sharing_rate = time_derivative(sharing_sum, x, v, lj)
assert np.allclose(unequal["total"], unequal_direct, atol=1e-10)
assert np.allclose(unequal["total"] - result["total"], sharing_rate, atol=1e-10)
print(f"UNEQUAL SHARING: fraction to lower-numbered atom={share:.1f}")
print("convective current:", text(unequal["convective"]), "eps sigma/tau")
print("force-work current:", text(unequal["work"]), "eps sigma/tau")
print("total current:", text(unequal["total"]), "eps sigma/tau")
print("change = dB/dt:", text(sharing_rate), "eps sigma/tau")

# Integrated current against the change of energy-weighted position.
duration = 20.0


def motion(time, state):
    positions = state[:6].reshape(3, 2)
    velocities = state[6:12].reshape(3, 2)
    now = current(positions, velocities, lj, lj_slope)
    j_now = now["total"]
    return np.concatenate((velocities.ravel(), now["force"].ravel(),
                           j_now, [j_now @ j_now]))


start = np.concatenate((x.ravel(), v.ravel(), np.zeros(3)))
path = solve_ivp(motion, (0.0, duration), start, method="DOP853",
                 rtol=1e-10, atol=1e-12)
assert path.success
end = path.y[:, -1]
x_end, v_end = end[:6].reshape(3, 2), end[6:12].reshape(3, 2)
moment_start = (atom_energies(x, v, lj) @ x).real
moment_end = (atom_energies(x_end, v_end, lj) @ x_end).real
# Accumulated trajectory error sets this tolerance.
assert np.allclose(moment_end - moment_start, end[12:14], atol=1e-6)
cluster_energy = np.sum(result["energy"])
# Below the lowest pair energy, -1 eps, no atom can escape.
assert cluster_energy < -1.0 and np.allclose(v.sum(axis=0), 0.0)
print(f"TRAJECTORY: duration={duration:.1f} tau")
print(f"total cluster energy={cluster_energy:.5f} eps")
print("R at start:", text(moment_start), "eps sigma")
print("R at end:", text(moment_end), "eps sigma")
print("change of R:", text(moment_end - moment_start), "eps sigma")
print("integral of J:", text(end[12:14]), "eps sigma")
print("time mean of J:", text(end[12:14] / duration), "eps sigma/tau")
print(f"root-mean-square |J|={np.sqrt(end[14]/duration):.5f} eps sigma/tau")

# Periodic current against the increment of an open row of copied cells.
box = 4.8
xp = np.array([[0.1, 0.0], [1.3, 0.3], [2.4, -0.1], [3.7, 0.2]])
vp = np.array([[0.4, 0.1], [-0.3, 0.2], [0.2, -0.4], [-0.3, 0.1]])
assert CUTOFF < box / 2 and np.allclose(vp.sum(axis=0), 0.0)


def open_row_rate(copies):
    row = np.concatenate([xp + np.array([n * box, 0.0]) for n in range(copies)])
    speeds = np.tile(vp, (copies, 1))
    return time_derivative(
        lambda a, b: atom_energies(a, b, shifted) @ a, row, speeds, shifted)


row_two, row_three = open_row_rate(2), open_row_rate(3)
increment = row_three - row_two
periodic = current(xp, vp, shifted, shifted_slope, box=box)
raw = current(xp, vp, shifted, shifted_slope, box=box, raw_lever=True)
assert np.allclose(increment, periodic["total"], atol=1e-10)
assert np.linalg.norm(raw["total"] - increment) > 1e-3
print(f"PERIODIC CELL: length={box:.1f} sigma, cutoff={CUTOFF:.1f} sigma")
for i in range(4):
    print(f"atom {i+1}: r={text(xp[i])} sigma, v={text(vp[i])} sigma/tau")
print("open row, 2 cells, dR/dt:", text(row_two), "eps sigma/tau")
print("open row, 3 cells, dR/dt:", text(row_three), "eps sigma/tau")
print("increment per cell:", text(increment), "eps sigma/tau")
print("nearest-image current:", text(periodic["total"]), "eps sigma/tau")
print("raw-separation current:", text(raw["total"]), "eps sigma/tau")

# Drift response, with the virial found by stretching the periodic cell.
def stretched_energy(factor):
    stretched = xp * np.array([factor, 1.0])
    return np.sum(current(stretched, vp, shifted, shifted_slope,
                          box=box * factor)["energy"])


step = 1e-5
virial = -(stretched_energy(1 + step) - stretched_energy(1 - step)) / (2 * step)
energy_total = np.sum(periodic["energy"])
pressure_volume = np.sum(vp[:, 0]**2) + virial
drift = 0.5
drifting = current(xp, vp + np.array([drift, 0.0]), shifted, shifted_slope,
                   box=box)
change = drifting["total"][0] - periodic["total"][0]
predicted = (energy_total + pressure_volume) * drift + 0.5 * len(xp) * drift**3
# Finite differences in cell length limit this comparison.
assert abs(change - predicted) < 1e-6
print(f"DRIFT: added x velocity={drift:.1f} sigma/tau")
print(f"cell energy before drift={energy_total:.5f} eps")
print(f"pressure times volume, xx={pressure_volume:.5f} eps")
print(f"change of J_x, current formula={change:.5f} eps sigma/tau")
print(f"change of J_x, drift law={predicted:.5f} eps sigma/tau")
print("no test failed")
```

Printed output:

```
THREE ATOMS, reduced Lennard-Jones units
atom 1: r=(0.00000, 0.00000) sigma, v=(0.30000, 0.10000) sigma/tau
atom 2: r=(1.20000, 0.00000) sigma, v=(-0.10000, 0.20000) sigma/tau
atom 3: r=(0.50000, 1.10000) sigma, v=(-0.20000, -0.30000) sigma/tau
pair 1-2: distance=1.20000 sigma, phi=-0.89097 eps
  F_ij=(2.21169, -0.00000) eps/sigma, P_ij=0.22117 eps/tau
pair 1-3: distance=1.20830 sigma, phi=-0.87230 eps
  F_ij=(0.94378, 2.07631) eps/sigma, P_ij=-0.16044 eps/tau
pair 2-3: distance=1.30384 sigma, phi=-0.64845 eps
  F_ij=(-1.19263, 1.87414) eps/sigma, P_ij=0.08519 eps/tau
atomic energies E_i: (-0.83163, -0.74471, -0.69537) eps
energy gains dE_i/dt: (0.06073, -0.13598, 0.07525) eps/tau
convective current: (-0.03594, -0.02349) eps sigma/tau
force-work current: (-0.12555, 0.08278) eps sigma/tau
total current, formula: (-0.16149, 0.05929) eps sigma/tau
total current, direct dR/dt: (-0.16149, 0.05929) eps sigma/tau
UNEQUAL SHARING: fraction to lower-numbered atom=0.7
convective current: (-0.20742, -0.14030) eps sigma/tau
force-work current: (0.10252, 0.54923) eps sigma/tau
total current: (-0.10490, 0.40893) eps sigma/tau
change = dB/dt: (0.05659, 0.34964) eps sigma/tau
TRAJECTORY: duration=20.0 tau
total cluster energy=-2.27171 eps
R at start: (-1.24134, -0.76491) eps sigma
R at end: (-1.35860, -0.92801) eps sigma
change of R: (-0.11727, -0.16310) eps sigma
integral of J: (-0.11727, -0.16310) eps sigma
time mean of J: (-0.00586, -0.00815) eps sigma/tau
root-mean-square |J|=0.96232 eps sigma/tau
PERIODIC CELL: length=4.8 sigma, cutoff=2.0 sigma
atom 1: r=(0.10000, 0.00000) sigma, v=(0.40000, 0.10000) sigma/tau
atom 2: r=(1.30000, 0.30000) sigma, v=(-0.30000, 0.20000) sigma/tau
atom 3: r=(2.40000, -0.10000) sigma, v=(0.20000, -0.40000) sigma/tau
atom 4: r=(3.70000, 0.20000) sigma, v=(-0.30000, 0.10000) sigma/tau
open row, 2 cells, dR/dt: (-0.02802, -0.02733) eps sigma/tau
open row, 3 cells, dR/dt: (-0.10067, -0.06639) eps sigma/tau
increment per cell: (-0.07265, -0.03907) eps sigma/tau
nearest-image current: (-0.07265, -0.03907) eps sigma/tau
raw-separation current: (0.26658, -0.03907) eps sigma/tau
DRIFT: added x velocity=0.5 sigma/tau
cell energy before drift=-2.09376 eps
pressure times volume, xx=-8.75916 eps
change of J_x, current formula=-5.17646 eps sigma/tau
change of J_x, drift law=-5.17646 eps sigma/tau
no test failed
```
